\section*{The plasmon-pole pairing kernel and its effect on the superconducting transition temperature, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The pairing kernel of a plasmon pole}

Dimensional analysis and two symmetries fix the form of the plasmon kernel up to one dimensionless function. Hartree atomic units are used with $k_B=1$; $T$ is the temperature, $\beta=1/T$, $b=\beta/2$, and $\xi$ is a Kohn--Sham energy measured from the chemical potential. A plasmon of frequency $\Omega$ adds to the statically screened interaction a term $\Delta W(i\nu)$ proportional to a pole strength $a$ of dimension (energy)$^2$, so that $a/\Omega$ has the dimension of an interaction matrix element. A kernel of first order in the screened interaction is linear in $a$. For a linearized gap equation the only other energies are $\xi$, $\xi'$ and $T$. The kernel must be symmetric under $\xi\leftrightarrow\xi'$, because it is the second derivative of a free energy with respect to the pair amplitudes of two states. It must be even in $\xi$ and in $\xi'$ separately, because a pair of time-reversed electrons propagates with $(i\omega-\xi)^{-1}(-i\omega-\xi)^{-1}=(\omega^2+\xi^2)^{-1}$. With $x=|\xi|$ and $y=|\xi'|$,
\begin{equation}
\Delta K(\xi,\xi')=\frac{2a}{\Omega}\,r\!\left(\frac{x}{\Omega},\frac{y}{\Omega},\frac{T}{\Omega}\right),\qquad r(x,y)=r(y,x),
\label{eq:scaling}
\end{equation}
where the factor 2 is a convention that makes the limits simple. Pairs with $x,y,T\ll\Omega$ evolve slowly, the plasmon follows them and screens fully, and $r\to0$. A pair with $x\gg\Omega,T$ evolves too fast to be screened, and $r\to1$. The function between these limits requires the calculation.

\subsection{The screened interaction on the imaginary axis}

Let $\varphi_i$ be a Kohn--Sham orbital and $\varphi_{\bar\imath}=\varphi_i^*$ its time-reversed partner; the normal state is assumed time-reversal invariant and spin degenerate. Scattering of the pair $(j\uparrow,\bar\jmath\downarrow)$ into $(i\uparrow,\bar\imath\downarrow)$ involves $\varphi_i^*(\mathbf r)\varphi_j(\mathbf r)$ at one vertex and $\varphi_i(\mathbf r')\varphi_j^*(\mathbf r')$, its complex conjugate, at the other. With $\rho=\varphi_i\varphi_j^*$,
\begin{equation}
W_{ij}(i\nu)=\int\! d^3r\,d^3r'\,\rho^*(\mathbf r)\,W(\mathbf r,\mathbf r';i\nu)\,\rho(\mathbf r'),\qquad W=v+v\chi_{\rm c} v,
\label{eq:Wij}
\end{equation}
where $v$ is the bare Coulomb interaction, $\chi_{\rm c}(i\nu)=-\int_0^\beta d\tau\,e^{i\nu\tau}\langle \delta n(\mathbf r,\tau)\delta n(\mathbf r')\rangle$ is the full density response, and $\nu$ is a bosonic Matsubara frequency. Define $A=\int\rho^* v\,\delta n$. Insert eigenstates $|n\rangle$ with Boltzmann weights $p_n$ and set $\omega_{mn}=E_m-E_n$. Since $e^{i\nu\beta}=1$ and $p_ne^{-\beta\omega_{mn}}=p_m$,
\begin{equation}
W_{ij}(i\nu)-V_{ij}=-\sum_{nm}p_n|A_{nm}|^2\int_0^\beta\! d\tau\,e^{(i\nu-\omega_{mn})\tau}=\sum_{nm}\frac{(p_n-p_m)|A_{nm}|^2}{i\nu-\omega_{mn}},
\label{eq:lehmann}
\end{equation}
with $V_{ij}$ the bare matrix element. Each term with $\omega_{mn}=\omega>0$ has a partner with $n$ and $m$ exchanged, equal to $-(p_n-p_m)|A_{mn}|^2/(i\nu+\omega)$. Time reversal leaves the density unchanged and conjugates coefficients, so it maps $A$ to $A^\dagger$ and gives $|A_{mn}|=|A_{\bar n\bar m}|$ for the time-reversed states, which have the same energies. The summed weights of the partners are therefore equal, and $1/(i\nu-\omega)-1/(i\nu+\omega)=-2\omega/(\nu^2+\omega^2)$ gives
\begin{equation}
W_{ij}(i\nu)=V_{ij}-\int_0^\infty\! d\omega\,B_{ij}(\omega)\frac{2\omega}{\nu^2+\omega^2},\qquad B_{ij}(\omega)=\sum_{nm}(p_n-p_m)|A_{nm}|^2\delta(\omega-\omega_{mn})\ge0 .
\label{eq:spectral}
\end{equation}
The weight is non-negative because $p_n>p_m$ when $E_m>E_n$; degenerate pairs enter only at $\nu=0$ and are counted as weight at $\omega\to0$. Subtracting the value at $\nu=0$ removes $V_{ij}$ and leaves a superposition of terms $2/\omega-2\omega/(\nu^2+\omega^2)$ with non-negative weights. The plasmon-pole form keeps one term, $B=a\,\delta(\omega-\Omega)$ with $a>0$:
\begin{equation}
W(i\nu)=W(0)+\Delta W(i\nu),\qquad \Delta W(i\nu)=a\left[\frac2\Omega-\frac{2\Omega}{\nu^2+\Omega^2}\right]=\frac{2a}{\Omega}\frac{\nu^2}{\nu^2+\Omega^2}.
\label{eq:pole}
\end{equation}
Thus $\Delta W$ rises from zero to $W(i\infty)-W(0)=2a/\Omega$, the amount of screening that is lost at high frequency. Every kernel below is linear in $W$, so a fit with several poles is a sum of single-pole results.

The electron gas in the random-phase approximation shows when one pole suffices. There $W=v_q/(1-v_q\chi_0)$ with $v_q=4\pi/q^2$ and $\chi_0=2\int\! d^3k\,(2\pi)^{-3}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})/(i\nu-\delta)$, $\delta=\mathbf k\cdot\mathbf q+q^2/2$. The substitution $\mathbf k\to-\mathbf k-\mathbf q$ turns the second term into $-f_{\mathbf k}/(i\nu+\delta)$, so $\chi_0=-4\int d^3k\,(2\pi)^{-3}f_{\mathbf k}\,\delta/(\nu^2+\delta^2)$. For $\nu\gg qv_F$ the $\delta^2$ in the denominator drops, $\mathbf k\cdot\mathbf q$ averages to zero, $\int d^3k\,(2\pi)^{-3}f=n/2$, and $\chi_0\to-nq^2/\nu^2$. Then $W=v_q\nu^2/(\nu^2+\omega_p^2)$ with $\omega_p^2=4\pi n=3/r_s^3$, which is Eq.~(\ref{eq:pole}) with $\Omega=\omega_p$, $a=v_q\omega_p/2$ and $W(0)$ negligible against $v_q$. At $r_s=3$ bohr, $\omega_p=0.3333$~Ha. Gauss--Legendre quadrature of $\chi_0$ at $T=0$ and $q=0.02k_F$ gives $W/v_q$ within $1.2\times10^{-3}$ of the pole form, relative to the pole form, at $\nu=\omega_p/2$, $\omega_p$ and $2\omega_p$. At this density the plasmon merges with the particle-hole continuum at $q\approx0.85k_F$. Beyond that momentum the continuum carries all the weight and one pole is only a fit, while the monotonic rise with $|\nu|$ remains exact by Eq.~(\ref{eq:spectral}).

\subsection{From the free energy to the kernel}

The Kohn--Sham system of superconducting density functional theory is taken in the decoupling approximation, which pairs each orbital only with its time-reversed partner and keeps $\xi_i$ at the normal-state value:
\begin{equation}
H_s=\sum_{i\sigma}\xi_ic^\dagger_{i\sigma}c_{i\sigma}-\sum_i\left(\Delta_ic^\dagger_{i\uparrow}c^\dagger_{\bar\imath\downarrow}+\Delta_i^*c_{\bar\imath\downarrow}c_{i\uparrow}\right),\qquad \chi_i=\langle c_{\bar\imath\downarrow}c_{i\uparrow}\rangle .
\label{eq:Hs}
\end{equation}
For the spinor $\psi=(c_{i\uparrow},c^\dagger_{\bar\imath\downarrow})$ the Hamiltonian matrix $h$ has diagonal $(\xi_i,-\xi_i)$ and off-diagonal elements $h_{12}=-\Delta_i$, $h_{21}=-\Delta_i^*$, and $h^2=E_i^2=\xi_i^2+|\Delta_i|^2$. The Green function $G(\tau)=-\langle T_\tau\psi(\tau)\psi^\dagger\rangle$ is $(i\omega-h)^{-1}=-(i\omega+h)/(\omega^2+E_i^2)$ at fermionic frequency $\omega=(2n+1)\pi T$, so
\begin{equation}
G_{12}(i\omega)=\frac{\Delta_i}{\omega^2+E_i^2},\qquad G_{21}(i\omega)=\frac{\Delta_i^*}{\omega^2+E_i^2},\qquad \chi_i=T\sum_\omega G_{12}=\Delta_i\frac{\tanh bE_i}{2E_i}.
\label{eq:G}
\end{equation}
The third relation uses $G_{12}(\tau=0)=-\langle c_{i\uparrow}c_{\bar\imath\downarrow}\rangle=\chi_i$ and a frequency sum that is proved in Eq.~(\ref{eq:fermiFT}).

The free energy is approximated by the ring-diagram functional built from Kohn--Sham Green functions, without vertex corrections. Near $T_c$ it is needed to order $|\Delta|^2$. Pairing changes the polarization bubble at that order, and the first-order change of the ring sum is the change of the bubble closed with the normal-state $W$. This equals $T\langle S_{\rm int}\rangle$ for $S_{\rm int}=\frac12\int\! d\tau\,d\tau'\,n(\tau)W(\tau-\tau')n(\tau')$. Two contractions depend on $\Delta$. The normal one, $G_{11}G_{11}$, produces a term diagonal in the state label, written $Z_i\Delta_i$ in the gap equation. The anomalous one produces the kernel. In it the factor $\frac12$ cancels against the two ways of assigning the spins to $\tau$ and $\tau'$, and moving $c_{j\uparrow}(\tau)$ past two fermion operators costs no sign:
\begin{equation}
c^\dagger_{i\uparrow}(\tau)c_{j\uparrow}(\tau)c^\dagger_{\bar\imath\downarrow}(\tau')c_{\bar\jmath\downarrow}(\tau')\;\to\;\langle T_\tau c^\dagger_{i\uparrow}(\tau)c^\dagger_{\bar\imath\downarrow}(\tau')\rangle\langle T_\tau c_{\bar\jmath\downarrow}(\tau')c_{j\uparrow}(\tau)\rangle=G^{(i)}_{21}(\tau'-\tau)\,G^{(j)}_{12}(\tau-\tau').
\label{eq:wick}
\end{equation}
In each factor one exchange of operators cancels the minus sign in the definition of $G$. The integrand depends on $s=\tau-\tau'$ and is $\beta$-periodic, so $T\int\! d\tau\,d\tau'=\int_0^\beta ds$. Inserting the three Fourier series, each of the form $T\sum e^{-i\omega s}$, and using $\int_0^\beta ds\,e^{i(\omega-\omega'-\nu)s}=\beta\delta_{\nu,\omega-\omega'}$,
\begin{equation}
F_{\rm an}=T^2\sum_{ij}\sum_{\omega\omega'}\frac{\Delta_i^*}{\omega^2+E_i^2}\,W_{ij}(i\omega-i\omega')\,\frac{\Delta_j}{\omega'^2+E_j^2}.
\label{eq:Fan}
\end{equation}
For a frequency-independent $W$ the sums factorize into $\sum_{ij}\chi_i^*W_{ij}\chi_j$, the interaction energy of the pair amplitude, which is positive for repulsion and amplitudes of one sign.

The density variable is $\chi$, not $\Delta$. The Kohn--Sham grand potential is $\Omega_s=F_s[\chi]-\sum_i(\Delta_i\chi_i^*+\Delta_i^*\chi_i)$, and its stationarity in $\chi_i^*$ gives $\partial F_s/\partial\chi_i^*=\Delta_i$. Without an external pairing field the interacting free energy is stationary when $\Delta_i+Z_i\Delta_i+\partial F_{\rm an}/\partial\chi_i^*=0$. To lowest order $E_i\to|\xi_i|$ and Eq.~(\ref{eq:G}) inverts to $\Delta_i=2\xi_i\chi_i/\tanh b\xi_i$. Substituting this for both gaps in Eq.~(\ref{eq:Fan}) gives $F_{\rm an}=\sum_{ij}\chi_i^*K_{ij}\chi_j$, and
\begin{align}
(1+Z_i)\Delta_i&=-\sum_jK_{ij}\frac{\tanh b\xi_j}{2\xi_j}\Delta_j,\label{eq:gapdiscrete}\\
K_{ij}&=\sum_{\omega\omega'}P_{\xi_i}(\omega)P_{\xi_j}(\omega')W_{ij}(i\omega-i\omega'),\qquad P_\xi(\omega)=\frac{T}{\tanh b\xi}\,\frac{2\xi}{\omega^2+\xi^2}.
\label{eq:Kdef}
\end{align}
The weight $P_\xi$ is positive, even in $\omega$ and in $\xi$, and sums to one by the last relation of Eq.~(\ref{eq:G}). The kernel is the average of $W$ over the frequencies that the two pair propagators supply. A state at energy $x\gg T$ supplies a Lorentzian of width $x$, so distant states sample the poorly screened high-frequency interaction.

\subsection{Imaginary-time and closed forms}

Two Fourier integrals evaluate Eq.~(\ref{eq:Kdef}). For bosonic $\nu$, with $e^{i\nu\beta}=1$,
\begin{align}
\int_0^\beta\! d\tau\,e^{i\nu\tau}\cosh\Omega(b-\tau)&=\frac{e^{b\Omega}(e^{-\beta\Omega}-1)}{2(i\nu-\Omega)}+\frac{e^{-b\Omega}(e^{\beta\Omega}-1)}{2(i\nu+\Omega)}\nonumber\\
&=\sinh b\Omega\left[\frac1{i\nu+\Omega}-\frac1{i\nu-\Omega}\right]=\sinh b\Omega\,\frac{2\Omega}{\nu^2+\Omega^2}.
\label{eq:boseFT}
\end{align}
For fermionic $\omega$, with $e^{i\omega\beta}=-1$,
\begin{align}
\int_0^\beta\! d\tau\,e^{i\omega\tau}\sinh x(b-\tau)&=-\frac{e^{bx}(e^{-\beta x}+1)}{2(i\omega-x)}+\frac{e^{-bx}(e^{\beta x}+1)}{2(i\omega+x)}\nonumber\\
&=\cosh bx\left[\frac1{i\omega+x}-\frac1{i\omega-x}\right]=\cosh bx\,\frac{2x}{\omega^2+x^2}.
\label{eq:fermiFT}
\end{align}
The inverse of Eq.~(\ref{eq:fermiFT}) is $T\sum_\omega e^{-i\omega\tau}2x/(\omega^2+x^2)=\sinh x(b-\tau)/\cosh bx$. The series converges absolutely, so $\tau=0$ may be inserted and gives $\tanh bx$, the sum used in Eq.~(\ref{eq:G}). Define for $0\le\tau\le\beta$
\begin{equation}
D(\tau)=\frac{\cosh\Omega(b-\tau)}{\sinh b\Omega},\qquad g_x(\tau)=\frac{\sinh x(b-\tau)}{\sinh bx}=\sum_\omega P_x(\omega)e^{\mp i\omega\tau},
\label{eq:Dg}
\end{equation}
where either sign holds because $P_x$ is even in $\omega$. Here $D>0$ is the plasmon propagator, with $\int_0^\beta D\,d\tau=2/\Omega$ from Eq.~(\ref{eq:boseFT}) at $\nu=0$, and $g_x$ is the amplitude of a pair whose two members are separated by $\tau$, normalized to $g_x(0)=1$. Writing $2\Omega/(\nu^2+\Omega^2)=\int_0^\beta D\,e^{i\nu\tau}d\tau$ with $\nu=\omega-\omega'$ separates the two frequency sums:
\begin{equation}
L(x,y;\Omega)\equiv\sum_{\omega\omega'}P_x(\omega)P_y(\omega')\frac{2\Omega}{(\omega-\omega')^2+\Omega^2}=\int_0^\beta\! d\tau\,D(\tau)g_x(\tau)g_y(\tau).
\label{eq:L}
\end{equation}
The constant parts of Eq.~(\ref{eq:pole}) pass through the normalized average unchanged, so $K=W(0)+\Delta K$ with
\begin{equation}
\Delta K=a\left[\frac2\Omega-L\right]=a\int_0^\beta\! d\tau\,D(\tau)\left[1-g_x(\tau)g_y(\tau)\right],\qquad r=1-\frac\Omega2L .
\label{eq:dK}
\end{equation}
This has the form of Eq.~(\ref{eq:scaling}). A phonon of frequency $\omega_{\rm ph}$ and coupling $\gamma$ contributes $-\gamma^2\,2\omega_{\rm ph}/(\nu^2+\omega_{\rm ph}^2)$ to the interaction and hence $-\gamma^2L(x,y;\omega_{\rm ph})$ to the kernel. The plasmon term is such a boson-exchange attraction plus the constant $2a/\Omega$, which cancels it in the static limit because the static attraction is already counted in $W(0)$.

The kernel of a plasmon pole has been derived from the free energy and reduced to one imaginary-time integral, Eq.~(\ref{eq:dK}). It remains to evaluate that integral in closed form, find its bounds and limits, and determine its effect on the transition temperature.
